\section*{Why Doubles CI Loses Correlation Energy in Many Noninteracting H2 Molecules}

\section{Definitions and conventions}

Take $M$ identical H$_2$ molecules, so far apart that they neither interact nor exchange electrons. The Hamiltonian is a sum $H=\sum_A H_A$, where for the two electrons of molecule $A$, with clamped nuclei $a,b$ a distance $R$ apart,
\begin{equation}
H_A=\sum_{i=1}^{2}\left[-\frac{\hbar^2\nabla_i^2}{2m_e}-\frac{e_0^2}{4\pi\varepsilon_0}\left(\frac{1}{r_{ia}}+\frac{1}{r_{ib}}\right)\right]+\frac{e_0^2}{4\pi\varepsilon_0}\left(\frac{1}{r_{12}}+\frac1R\right).
\end{equation}
Here $e_0$ is the elementary charge; the letter $e$ is kept for an energy. Each molecule has a minimal basis of two real orbitals, the bonding $g$, even under inversion, and the antibonding $u$, odd under inversion. The Hartree--Fock reference $|0\rangle$ has every $g$ doubly occupied, with energy $E_0$ per molecule.

In particle-hole language an excitation creates holes in the $g$ orbitals and particles in the $u$ orbitals. The important one makes two holes and two particles on the same molecule,
\begin{equation}
D_A^\dagger=u_{A\uparrow}^\dagger u_{A\downarrow}^\dagger g_{A\downarrow}g_{A\uparrow},\qquad |D_A\rangle=D_A^\dagger|0\rangle ,
\end{equation}
and replaces $g^2$ by $u^2$ on molecule $A$. Two energies describe it:
\begin{align}
K&=\langle D_A|H|0\rangle=\iint g(1)u(1)\,\frac{e_0^2}{4\pi\varepsilon_0 r_{12}}\,g(2)u(2)\,d^3r_1d^3r_2,\\
2\Delta&=\langle D_A|H|D_A\rangle-\langle 0|H|0\rangle .
\end{align}
$K$ is positive because it is, up to a factor of two, the electrostatic self-energy of the charge distribution $e_0\,g u$. I assume $\Delta>0$, which holds near the equilibrium bond length.

The correlation energy $E$ is measured from the Hartree--Fock energy $ME_0$. ``Exact'' means full configuration interaction (CI) in this minimal basis. It leaves out all correlation that needs further orbitals. Doubles CI keeps $|0\rangle$ and all double excitations of the whole collection.

\section{One molecule: the energy to be reproduced}

$H_A$ conserves parity and the number of electrons of each spin. Of the six two-electron determinants, $g^2$ and $u^2$ are even and the four of type $gu$ are odd. The reference therefore mixes with $u^2$ alone. Writing the state as $|0\rangle+c|D\rangle$ gives
\begin{align}
Kc&=e, & K+2\Delta c&=ec .
\end{align}
Inserting $c=e/K$ in the second equation and multiplying by $K$ gives $e^2-2\Delta e-K^2=0$, whose lower root is
\begin{equation}
e=\Delta-\sqrt{\Delta^2+K^2}.
\end{equation}
For one molecule doubles CI is exact. For $M$ molecules the Hamiltonian is a sum, the exact state is a product, and the exact correlation energy is $Me$.

\section{Which double excitations contribute}

The doubles of the collection include many that are spread over two molecules: one electron excited on each, or charge moved from one to the other. Their weight follows from letting $H$ act. Each $H_A$ turns $g^2$ on its own molecule into a combination of $g^2$ and $u^2$, so
\begin{align}
(H-ME_0)|0\rangle&=K\sum_A|D_A\rangle,\\
(H-ME_0)|D_B\rangle&=K|0\rangle+2\Delta|D_B\rangle+K\sum_{A\ne B}|D_AD_B\rangle .
\label{eq:action}
\end{align}
No spread double appears, and no single excitation. Since $H$ is Hermitian, these states do not couple back either. They contribute nothing to the correlation energy.

The last sum in (\ref{eq:action}) contains quadruple excitations. Doubles CI discards it, which leaves $M+1$ states: the reference and the $M$ local doubles.

The root considered here is the lowest one in this block. Near equilibrium it is also the lowest of the full doubles CI matrix, as diagonalization over all doubles confirms for $M\le 3$. For stretched bonds this can change. At dissociation $\Delta\to0$, so $e\to-K$, and the triplet state of a molecule is degenerate with its exact singlet. A pair of triplets is a double excitation with energy $-2K$, while for $M=2$ the block of the reference reaches only $-\sqrt2\,K$.

\section{The collective coupling and the square root}

Write the doubles CI state as $|0\rangle+\sum_A c_A|D_A\rangle$. Projection on $|0\rangle$ and on $|D_A\rangle$ gives
\begin{align}
K\sum_A c_A&=E_D, & K+2\Delta c_A&=E_Dc_A .
\end{align}
The second equation gives the same amplitude for every molecule, $c_D=K/(E_D-2\Delta)$. The first then reads $MK^2=E_D(E_D-2\Delta)$, and the lower root is
\begin{equation}
E_D(M)=\Delta-\sqrt{\Delta^2+MK^2}.
\label{eq:dci}
\end{equation}

The origin of the square root is visible in the normalized sum $|B\rangle=M^{-1/2}\sum_A|D_A\rangle$. Its coupling to the reference is $M\cdot K/\sqrt M=K\sqrt M$, whereas its energy stays at $2\Delta$ because one molecule is excited in each term. However large $M$ is, the problem remains one of two states. Two states coupled by $K\sqrt M$ can be lowered by at most an energy of that order.

\subsection{Small collections}

For $MK^2\ll\Delta^2$ expand the root with $\sqrt{1+x}=1+x/2-x^2/8+\dots$ and $x=MK^2/\Delta^2$:
\begin{equation}
E_D=-\frac{MK^2}{2\Delta}+\frac{M^2K^4}{8\Delta^3}-\dots
\end{equation}
The leading term is linear in $M$ and is also the leading term of the exact energy $Me$. The same expansion of $Me$ has $MK^4/(8\Delta^3)$ as its second term, so the leading error is
\begin{equation}
E_D-Me\approx\frac{M(M-1)K^4}{8\Delta^3}.
\end{equation}
It vanishes for one molecule and is proportional to the number of pairs of molecules.

\subsection{Large collections}

For $MK^2\gg\Delta^2$ take $K\sqrt M$ out of the root:
\begin{equation}
E_D=-K\sqrt M+\Delta-\frac{\Delta^2}{2K\sqrt M}+\dots
\end{equation}
The square root law is thus the large-$M$ limit. The correlation energy per molecule then falls as $1/\sqrt M$ towards zero.

\subsection{Between the limits}

The local exponent $p=d\ln|E_D|/d\ln M$ tells which regime applies. Let $S=\sqrt{\Delta^2+MK^2}$, so that $|E_D|=S-\Delta$, $d|E_D|/dM=K^2/(2S)$ and $MK^2=S^2-\Delta^2$. Then
\begin{equation}
p=\frac{MK^2}{2S(S-\Delta)}=\frac{(S-\Delta)(S+\Delta)}{2S(S-\Delta)}=\frac12+\frac{\Delta}{2S}.
\end{equation}
This number is also the weight of the reference in the doubles CI state. From (\ref{eq:dci}), $E_D-2\Delta=-(S+\Delta)$, so $c_D=-K/(S+\Delta)$ and
\begin{equation}
Mc_D^2=\frac{S^2-\Delta^2}{(S+\Delta)^2}=\frac{S-\Delta}{S+\Delta},\qquad
\frac{1}{1+Mc_D^2}=\frac{S+\Delta}{2S}=p .
\end{equation}
When the coupling $K\sqrt M$ dwarfs the gap $2\Delta$, the two states mix equally, and both the weight and the exponent tend to $1/2$.

\section{The missing contribution: simultaneous excitations}

The exact state is the product over molecules of $|0\rangle+c|D\rangle$. Multiplied out, it contains $|D_AD_B\rangle$ with amplitude $c^2$. Project the exact Schr\"odinger equation on $|0\rangle$ and on one $|D_A\rangle$. The quadruples $|D_AD_B\rangle$ reach $|D_A\rangle$ by de-exciting any of the $M-1$ other molecules:
\begin{align}
E&=MKc,\\
K+2\Delta c+(M-1)Kc^2&=Ec=MKc^2 .
\end{align}
The quadruple term cancels $M-1$ of the $M$ parts on the right, leaving
\begin{equation}
K+2\Delta c=Kc^2 ,
\end{equation}
the equation of a single molecule. The amplitude $c$ does not depend on $M$, so $E=MKc$ is linear in $M$.

Doubles CI has the same energy expression, $E_D=MKc_D$, but lacks the quadruple term. Nothing cancels the right-hand side. Compare the two amplitudes, using $Kc=e$ in the exact case:
\begin{equation}
c=-\frac{K}{2\Delta+|e|},\qquad c_D=-\frac{K}{2\Delta+|E_D|}.
\label{eq:amps}
\end{equation}
The denominators are the energy costs of having molecule $A$ excited. In the exact state the cost is $2\Delta$ plus the correlation energy of $A$ itself. In doubles CI it includes the correlation energy of the whole collection, because while $A$ is excited all the others are forced back into their uncorrelated state. This penalty grows with the collection and suppresses every amplitude.

The quadruples do not appear in $E=MKc$. They act indirectly, by keeping $c$ at its one-molecule value. Since both energies have the form $MK$ times an amplitude, the recovered fraction is $E_D/(Me)=c_D/c$.

\section{Weighing the contributions for H$_2$}

With the STO-3G basis and a bond length of 74 pm, close to equilibrium, the integrals give $K=4.931$ eV and $\Delta=21.489$ eV. For one molecule
\begin{equation}
e=21.4885-\sqrt{21.4885^2+4.9310^2}=-0.5585\ \text{eV},
\end{equation}
or $-53.9$ kJ/mol, with $c=-0.1133$. The scale separating the two regimes is $\Delta^2/K^2=19.0$ molecules.

\begin{center}
\begin{tabular}{rrrrr}
$M$ & $Me$ (eV) & $E_D$ (eV) & recovered & $p$\\
1 & $-0.559$ & $-0.559$ & 100.0\% & 0.987\\
2 & $-1.117$ & $-1.103$ & 98.8\% & 0.976\\
10 & $-5.585$ & $-5.061$ & 90.6\% & 0.905\\
20 & $-11.17$ & $-9.30$ & 83.3\% & 0.849\\
100 & $-55.85$ & $-32.30$ & 57.8\% & 0.700\\
1000 & $-558.5$ & $-135.9$ & 24.3\% & 0.568\\
10000 & $-5585$ & $-472.1$ & 8.5\% & 0.522
\end{tabular}
\end{center}

The square root sets in slowly. At $M=20$, close to the crossover scale, the exponent is still 0.85, and at a thousand molecules it is 0.57. At $M=10^4$ the two leading terms of the large-$M$ expansion give $-493.10+21.49=-471.61$ eV, against $-472.08$ eV from the full formula.

The failure begins at two molecules. The error relative to $2e$ is 0.0138 eV, or 1.33 kJ/mol; the leading estimate $K^4/(4\Delta^3)$ gives 0.0149 eV. Two molecules computed together thus have a higher energy than twice one molecule, although they do not interact. A binding energy taken as the difference would contain this error as a spurious repulsion.

These numbers belong to the minimal basis and are not converged values for real H$_2$. At the same bond length the full CI correlation energy of one molecule is $-0.94$ eV in cc-pVDZ, $-1.07$ eV in cc-pVTZ and $-1.10$ eV in cc-pVQZ, about twice the STO-3G value. In such bases single excitations no longer vanish, and the two-molecule error of CI with singles and doubles grows to 0.031 eV (cc-pVDZ) and 0.037 eV (cc-pVTZ). The recovered fractions are more robust: doubles CI in cc-pVTZ recovers 87.8\%, 54.6\% and 8.6\% at $M=10$, 100 and $10^4$.

For $M=100$ the amplitude equation (\ref{eq:amps}) shows where the energy goes:
\begin{equation}
c_D=-\frac{4.931}{42.977+32.300}=-0.0655,\qquad \frac{c_D}{c}=\frac{0.0655}{0.1133}=0.578 .
\end{equation}
This is the recovered fraction in the table. The shortfall of 23.55 eV, about 2270 kJ/mol for the collection, comes from the suppressed amplitude.

Counting excited molecules gives the same picture. In the exact state each molecule is excited with probability $c^2/(1+c^2)=0.0127$, independently of the others. Among 100 molecules the mean number excited is 1.27, whereas doubles CI has 0.30. The exact weight of $|0\rangle$ is $0.987334^{100}=0.280$. States with exactly one excited molecule add $0.280\times100\,c^2=0.280\times1.283=0.359$. The remaining 36\% of the exact state lies outside the doubles CI space. At $M=10^4$ the exact mean is 127 excited molecules, while the doubles CI mean cannot exceed one and is 0.48.

\section{Does a higher truncation help?}

Allow up to $n$ molecules to be excited at once, which means excitations up to $2n$-fold. By the argument of section 3, products of $g^2$ and $u^2$ molecules still form a closed block. Let $|k\rangle$ be the normalized equal sum of the $\binom Mk$ states with $k$ excited molecules. Each state with $k+1$ excited molecules is reached from $k+1$ states with $k$, so
\begin{equation}
t_k=\langle k+1|H|k\rangle=K(k+1)\sqrt{\binom{M}{k+1}\Big/\binom Mk}=K\sqrt{(k+1)(M-k)} .
\end{equation}
The diagonal energies are $2\Delta k$. Since $H$ treats all molecules alike, it maps $|k\rangle$ onto $|k\rangle$ and $|k\pm1\rangle$ only. The lowest state of the block lies among these sums. Multiply each product state by $(-1)^k$; all couplings become $-K$, and since every product state is connected to the reference, the lowest eigenvector is nondegenerate with all components positive. It is therefore unchanged by any permutation of the molecules. Now take the lowest eigenvector and let $v_k$ be its component of largest magnitude. Its row of the eigenvalue equation is
\begin{equation}
(E_n-2\Delta k)v_k=t_{k-1}v_{k-1}+t_kv_{k+1},
\end{equation}
where terms outside $0\le k\le n$ are absent. Dividing by $v_k$ gives $|E_n-2\Delta k|\le t_{k-1}+t_k$. Every coupling present has $k+1\le n$ and is therefore at most $K\sqrt{nM}$. With $2\Delta k\ge0$ it follows that
\begin{equation}
E_n\ge-2K\sqrt{nM}.
\end{equation}
Enlarging a variational space cannot raise the lowest energy, so also $E_n\le E_D$. For fixed $n$ the energy is held between two functions that both grow as $\sqrt M$ at large $M$. A higher truncation improves the prefactor and delays the failure, but the growth law stays.

For $M=100$ the recovered fraction rises from 57.8\% with $n=1$ to 82.6\% with $n=2$ and 93.6\% with $n=3$. For $M=10^4$ the same three levels recover 8.5\%, 14.4\% and 19.2\%. By the bound above, an energy linear in $M$ requires $n$ to increase at least in proportion to $M$.

\section{Restoring the products}

The missing amplitudes need not be free parameters, since they are products of the doubles amplitudes. An exponential generates them:
\begin{equation}
\exp\Big(c\sum_AD_A^\dagger\Big)|0\rangle=\prod_A\left(1+cD_A^\dagger\right)|0\rangle .
\end{equation}
The operators of different molecules commute, and $(D_A^\dagger)^2=0$ because $g_A$ cannot be emptied twice. This is the coupled cluster form. It has one amplitude per molecule, as doubles CI has, yet it contains the quadruples that cancel the spurious penalty.

Calculations on rows of H$_2$ molecules 10 nm apart, with all Coulomb terms between them included, show the difference. For six molecules CI with singles and doubles gives $-3.162$ eV, in agreement with (\ref{eq:dci}); the singles add nothing, as found in section 3. Coupled cluster with singles and doubles gives $-3.351$ eV, which is $6e$. It reproduces full CI here because a molecule with two electrons has no excitations beyond doubles; the same holds for a closed-shell fragment whose basis leaves only one empty orbital, such as HF or F$_2$ in STO-3G. For fragments that admit triple and higher excitations, coupled cluster doubles keep the additivity over separated fragments as long as the reference determinant is itself a product of fragment references, but the energy of each fragment is in general approximate. The numerical output below lists the energies of rows of two, four and six molecules.

\section*{Computed values}
\begin{verbatim}
bond length = 74 pm, basis STO-3G
K = 4.9310 eV
Delta = 21.4885 eV, 2 Delta = 42.9770 eV
crossover M = Delta^2/K^2 = 18.99
e (one molecule) = -0.55850 eV = -53.89 kJ/mol
exact amplitude c = -0.11326, c^2 = 0.01283
quadruple amplitude from full CI, M=2: 0.01283
exact reference weight, one molecule = 0.98733
M, exact E (eV), doubles CI E (eV), recovered (%), exponent
       1        -0.5585      -0.5585   100.00  0.9873
       2        -1.1170      -1.1032    98.76  0.9756
       5        -2.7925      -2.6637    95.39  0.9449
      10        -5.5850      -5.0615    90.63  0.9047
      20       -11.1700      -9.3019    83.28  0.8489
      50       -27.9250     -19.4686    69.72  0.7623
     100       -55.8501     -32.3001    57.83  0.6997
    1000      -558.5008    -135.9167    24.34  0.5683
   10000     -5585.0083    -472.0783     8.45  0.5218
 1000000   -558500.8348   -4909.5462     0.88  0.5022
doubles CI error, M=2: 0.01380 eV = 1.332 kJ/mol
doubles CI error, M=100: 23.550 eV = 2272.2 kJ/mol
M=1: doubles CI amplitude of one D = -0.113263
M=1: mean number excited, exact 0.0127, doubles CI 0.0127
M=100: doubles CI amplitude of one D = -0.065504
M=100: mean number excited, exact 1.2666, doubles CI 0.3003
M=10000: doubles CI amplitude of one D = -0.009574
M=10000: mean number excited, exact 126.6613, doubles CI 0.4782
exact reference weight, M=100: 0.2795
-K sqrt(M) + Delta at M=10000: -471.6103 eV
all doubles, M=1: 2 determinants, E = -0.55850 eV
all doubles, M=2: 37 determinants, E = -1.10320 eV
all doubles, M=3: 226 determinants, E = -1.63507 eV
supermolecule M=2: CISD -1.1032 eV, CCSD -1.1170 eV
supermolecule M=4: CISD -2.1550 eV, CCSD -2.2340 eV
supermolecule M=6: CISD -3.1619 eV, CCSD -3.3510 eV
at most 1 excited: recovered 57.83 % at M=100, 8.45 % at M=10000
at most 2 excited: recovered 82.63 % at M=100, 14.41 % at M=10000
at most 3 excited: recovered 93.60 % at M=100, 19.17 % at M=10000
\end{verbatim}
